# Logarithmic imprint from a uniform distribution of trapping barriers

## 1. Definitions and conventions

The memory capacitor considered here consists of a ferroelectric hafnia film of thickness $d_F$ and a thin dielectric interlayer of thickness $d_I$, between two metal electrodes. The background relative permittivities are $\varepsilon_F$ and $\varepsilon_I$. Voltage $V$, fields $E_F$, $E_I$ and polarization $P$ are positive when they point from the top electrode through the ferroelectric to the interlayer. Imprint is the shift $V_{\rm imp}$ of the hysteresis loop along the voltage axis that builds up while one polarization state is stored. Slow trapping at the interface is the only cause of imprint treated here; real films may have others.

The interface between the two layers holds $N$ slow traps per unit area. A trap with barrier $E$ captures an electron with the mean time

$$\tau(E)=\tau_0\,e^{E/kT},$$

where $\tau_0$ is the same for all traps. The barriers are uniformly distributed between $E_1$ and $E_2$. The fastest and slowest capture times, and the logarithmic width of the distribution, are

$$\tau_1=\tau(E_1),\qquad \tau_2=\tau(E_2),\qquad L=\ln\frac{\tau_2}{\tau_1}=\frac{E_2-E_1}{kT}.$$

The model assumes the following:

- All traps are empty at $t=0$, fill independently, and do not empty during storage.
- The barriers do not depend on how many traps are filled. Section 7 relaxes this.
- The slow charge stays frozen while the loop is read out. Charge that follows the polarization during the loop is counted as part of $P$.

Let $f(t)$ be the filled fraction. The claim is that, for $\tau_1\ll t\ll\tau_2$,

$$f(t)\approx\frac{1}{L}\left[\ln\frac{t}{\tau_1}+\gamma\right],\qquad \gamma=0.5772\ \text{(Euler's constant)},$$

and that the imprint voltage is proportional to $f$. The law holds well inside the interval from $\tau_1$ to $\tau_2$, not up to its ends, so a wide logarithmic range needs $L\gg1$.

## 2. From trapped charge to loop shift

Let $\sigma$ be the slow sheet charge at the interface. The displacement is $\varepsilon_0\varepsilon_FE_F+P$ in the ferroelectric and $\varepsilon_0\varepsilon_IE_I$ in the interlayer. Gauss's law says that it jumps by $\sigma$ along the positive direction:

$$\varepsilon_0\varepsilon_IE_I-(\varepsilon_0\varepsilon_FE_F+P)=\sigma .$$

Solving for $E_I$ and inserting it in $V=E_Fd_F+E_Id_I$ gives

$$V=E_Fd_F+\frac{d_I}{\varepsilon_0\varepsilon_I}\left(\varepsilon_0\varepsilon_FE_F+P+\sigma\right).$$

The ferroelectric's own loop relates $P$ to $E_F$. For each point $(E_F,P)$ on it, the slow charge changes the required voltage by the same amount,

$$V_{\rm imp}=\frac{\sigma d_I}{\varepsilon_0\varepsilon_I}.$$

The loop therefore moves rigidly. At the coercive points $P=0$ and $E_F=\pm E_c$, so

$$V_{c\pm}=\pm E_c\left(d_F+\frac{\varepsilon_F}{\varepsilon_I}d_I\right)+V_{\rm imp}.$$

If $d_I\to0$, the charge sits on the electrode and the shift vanishes.

For the sign, suppose that $P>0$ is stored. The lower face of the ferroelectric then carries positive bound charge, which attracts electrons. With $q>0$ the elementary charge,

$$\sigma(t)=-qNf(t),\qquad |V_{\rm imp}(t)|=V_{\rm sat}f(t),\qquad V_{\rm sat}=\frac{qNd_I}{\varepsilon_0\varepsilon_I}.$$

Both coercive voltages move down. A larger negative voltage is needed to remove the stored state, and a smaller positive voltage restores it. Imprint thus favours the stored state and reduces the protection of the opposite one.

## 3. The filled fraction

The probability $p$ that a given trap is filled obeys $dp/dt=(1-p)/\tau$ with $p(0)=0$. The empty probability $1-p$ decays exponentially, so $p=1-e^{-t/\tau}$. Averaging over the uniform distribution gives

$$f(t)=\frac{1}{E_2-E_1}\int_{E_1}^{E_2}\left(1-e^{-t/\tau(E)}\right)dE .$$

From $E=kT\ln(\tau/\tau_0)$ follows $dE=kT\,d\tau/\tau$. A uniform density in barrier is therefore a density proportional to $1/\tau$ in capture time: every decade of $\tau$ contains the same number of traps. With $kT/(E_2-E_1)=1/L$,

$$f(t)=\frac1L\int_{\tau_1}^{\tau_2}\left(1-e^{-t/\tau}\right)\frac{d\tau}{\tau}.$$

Now put $u=t/\tau$. Then $d\tau/\tau=-du/u$, and the limits become $t/\tau_1$ and $t/\tau_2$. The minus sign reverses their order:

$$f(t)=\frac1L\int_{t/\tau_2}^{t/\tau_1}\frac{1-e^{-u}}{u}\,du
=\frac{1}{L}\left[\mathrm{Ein}\!\left(\frac t{\tau_1}\right)-\mathrm{Ein}\!\left(\frac t{\tau_2}\right)\right],$$

where $\mathrm{Ein}(x)=\int_0^x(1-e^{-u})\,du/u$. Within the model this is exact for all times.

At very early times, $t\ll\tau_1$, the integrand of $\mathrm{Ein}$ is close to 1 and $\mathrm{Ein}(x)\approx x$. Then $f\approx t(1/\tau_1-1/\tau_2)/L$: imprint begins linearly in time, not logarithmically.

## 4. Where the logarithm comes from

Define the exponential integral $\mathrm E_1(x)=\int_x^\infty e^{-u}\,du/u$. Splitting the integral for $\mathrm{Ein}$ at $u=1$ gives

$$\mathrm{Ein}(x)=\int_0^1\frac{1-e^{-u}}{u}du+\ln x-\int_1^x\frac{e^{-u}}{u}du .$$

The last integral equals $\mathrm E_1(1)-\mathrm E_1(x)$, so

$$\mathrm{Ein}(x)=\ln x+\mathrm E_1(x)+C,\qquad C=\int_0^1\frac{1-e^{-u}}{u}du-\int_1^\infty\frac{e^{-u}}{u}du .$$

Integrate both parts of $C$ by parts, with $1/u$ as the derivative of $\ln u$. The boundary terms vanish, leaving

$$C=-\int_0^1e^{-u}\ln u\,du-\int_1^\infty e^{-u}\ln u\,du=-\int_0^\infty e^{-u}\ln u\,du=\gamma,$$

which is a standard integral for Euler's constant. Use this identity for the fast edge only:

$$Lf(t)=\ln\frac t{\tau_1}+\gamma+R(t),\qquad
R(t)=\mathrm E_1\!\left(\frac t{\tau_1}\right)-\mathrm{Ein}\!\left(\frac t{\tau_2}\right).$$

Both functions in $R$ are positive, and both are easily bounded. In $\mathrm E_1(x)$, replacing $1/u$ by its largest value $1/x$ gives $\mathrm E_1(x)\le e^{-x}/x$. In $\mathrm{Ein}(y)$, the inequality $1-e^{-u}\le u$ gives $\mathrm{Ein}(y)\le y$. Hence

$$-\frac{t}{\tau_2}\le R(t)\le\frac{\tau_1}{t}e^{-t/\tau_1}.$$

Both bounds tend to zero for $\tau_1\ll t\ll\tau_2$, which proves the logarithmic law. The error dies out exponentially past the fast edge but grows linearly in $t$ towards the slow edge. On a logarithmic time axis, the approach to saturation therefore disturbs the law over a wider range before $\tau_2$ than the start-up does after $\tau_1$.

The approximate line reaches $f=0$ at $t=e^{-\gamma}\tau_1$ and $f=1$ at $t=e^{-\gamma}\tau_2$, about $0.56$ times the respective capture times. The true curve is rounded at both ends.

## 5. How wide is the logarithmic range?

The width of the range can be read from how constant the slope is on a logarithmic time axis. Since $d\,\mathrm{Ein}(x)/d\ln x=1-e^{-x}$,

$$s(t)\equiv L\frac{df}{d\ln t}=\left(1-e^{-t/\tau_1}\right)-\left(1-e^{-t/\tau_2}\right)=e^{-t/\tau_2}-e^{-t/\tau_1}.$$

A perfect logarithm has $s=1$. The deficit satisfies

$$1-s=\left(1-e^{-t/\tau_2}\right)+e^{-t/\tau_1}\le\frac t{\tau_2}+e^{-t/\tau_1}.$$

It is at most $\delta$ if each term is at most $\delta/2$, that is, for

$$\tau_1\ln\frac2\delta\le t\le\frac\delta2\,\tau_2 .$$

This window exists if $e^L\ge(2/\delta)\ln(2/\delta)$. For $\delta=0.05$ that means $L\ge\ln(40\ln40)$, just below 5. The condition is sufficient, because it comes from bounds.

The largest slope can also be found directly. Let $x=t/\tau_1$ and $r=\tau_1/\tau_2=e^{-L}$, so that $s=e^{-rx}-e^{-x}$. Setting $ds/dx=0$ gives $e^{-x}=re^{-rx}$, hence $e^{-(1-r)x}=r$ and $e^{-rx}=r^{r/(1-r)}$. Therefore

$$s_{\max}=(1-r)e^{-rx}=(1-r)\,r^{\,r/(1-r)} .$$

For $L=4$ this is $0.911$: the slope nowhere comes within 5 % of the logarithmic value. As $L\to0$, $1-r\to L$ and $r^{r/(1-r)}\to e^{-1}$, so the largest $df/d\ln t$ tends to $1/e$. That is the single-trap result, the maximum of $(t/\tau)e^{-t/\tau}$. One fixed barrier gives one step, not a logarithm. A barrier that rises with filling (Section 7) by many $kT$ can stretch even this step into a roughly logarithmic rise.

## 6. What uniformity contributes

Let $g(E)$ be a general normalized barrier density. Differentiating $f=\int g(E)(1-e^{-t/\tau})dE$ gives

$$\frac{df}{d\ln t}=\int g(E)\,K(E)\,dE,\qquad K(E)=\frac{t}{\tau(E)}\,e^{-t/\tau(E)} .$$

The kernel $K$ selects the traps that are filling at time $t$. With $u=t/\tau$ we have $E=kT[\ln(t/\tau_0)-\ln u]$ and $|dE|=kT\,du/u$. Over the whole energy axis its area is

$$\int K\,dE=kT\int_0^\infty e^{-u}du=kT,$$

and its mean energy is

$$E^*(t)=kT\left[\ln\frac t{\tau_0}-\int_0^\infty e^{-u}\ln u\,du\right]=kT\left[\ln\frac t{\tau_0}+\gamma\right].$$

If $g$ varies little over a few $kT$, then $df/d\ln t\approx kT\,g(E^*)$. A filling front at $E^*$ moves through the barriers at a constant speed in $\ln t$, and the slope reports the density it meets. A uniform density gives a constant slope. In this language the logarithmic law reads

$$f\approx\frac{E^*(t)-E_1}{E_2-E_1},$$

which agrees with Section 4 because $E^*-E_1=kT[\ln(t/\tau_1)+\gamma]$.

A density that rises linearly from zero at $E_1$ provides a contrast. With the parameters of Section 8 at 300 K, its filling rate grows from 6.24 % of the traps per decade at 1 s to 14.10 % at $10^4$ s. The uniform density gives 9.92 % and 9.91 % at the same times. With fixed barriers, broad disorder alone is therefore not enough for a constant slope; the density must also be nearly flat over the range swept by the front.

## 7. A second case: barriers that rise with filling

Trapped electrons can repel later ones. As a mean-field model, let every barrier rise by $\lambda f(t)$, with $\lambda>0$. All capture rates are then multiplied by the same factor $e^{-\lambda f/kT}$. The earlier solution still applies if $t$ is replaced by the effective time $\theta$, defined by

$$\frac{d\theta}{dt}=e^{-\lambda f/kT},\qquad \theta(0)=0 .$$

In the logarithmic regime $f\approx[\ln(\theta/\tau_1)+\gamma]/L$. With $a=\lambda/(LkT)=\lambda/(E_2-E_1)$, the rate factor becomes $B\theta^{-a}$, where $B$ is constant. Thus $\theta^a\,d\theta=B\,dt$, and integration gives $\theta^{1+a}=(1+a)Bt+\text{const}$. At late times the constant is negligible, so $\ln\theta=\ln t/(1+a)+\text{const}$ and

$$\frac{df}{d\ln t}\approx\frac{1}{L(1+a)}=\frac{kT}{E_2-E_1+\lambda}.$$

Growth remains logarithmic, but slower. A measured slope therefore does not by itself separate the width of the distribution from the feedback. The numbers below use $\lambda=0$, which is an idealization. At $V=0$ the trapped charge changes the potential of the interface by $|\sigma|d_Fd_I/[\varepsilon_0(\varepsilon_Id_F+\varepsilon_Fd_I)]$, which is 0.139 V at full trapping for the parameters of Section 8. If all of this added to the barriers, $\lambda=0.139$ eV and $a=0.232$, so the slope at 300 K would fall from 17.95 to 14.57 mV per decade. Since $dt=e^{\lambda f/kT}d\theta$ with $e^{\lambda f/kT}\propto\theta^a$, the time to a given $f$ is $t\approx\theta\,e^{\lambda f/kT}/(1+a)$. The time to 0.1 V in Section 9 would then be about 16 times longer, near $4\times10^3$ s.

## 8. Worked example

The model parameters are round values: barriers from 0.6 to 1.2 eV, $\tau_0=10^{-13}$ s, $N=10^{13}$ cm$^{-2}$, $d_F=10$ nm, $d_I=1$ nm, $\varepsilon_F=30$, $\varepsilon_I=10$ and $E_c=1$ MV/cm.

These values also limit the net $P$ that can be stored, where $P$ includes the fast compensating charge (Section 1). At $V=0$ and before slow trapping, Section 2 gives

$$E_F=-\frac{P\,d_I}{\varepsilon_0(\varepsilon_Id_F+\varepsilon_Fd_I)},\qquad E_I=-E_F\frac{d_F}{d_I}.$$

For $P=5$ µC/cm$^2$ the fields are $-0.43$ and $4.3$ MV/cm. For 15 µC/cm$^2$ they would be $-1.3$ and $13$ MV/cm: the first exceeds $E_c$ in magnitude, and the second threatens breakdown of the interlayer. The example therefore assumes that fast charge compensates enough of the ferroelectric polarization to keep the net $P$ small. Even then the readout stresses the interlayer: at $E_F=2E_c$ and $P=5$ µC/cm$^2$, $E_I=(\varepsilon_0\varepsilon_FE_F+P)/(\varepsilon_0\varepsilon_I)=11.6$ MV/cm.

**Time scales.** At 300 K, $kT=25.852$ meV, so $L=600/25.852=23.209$. The capture times run from $\tau_1=1.201\times10^{-3}$ s to $\tau_2=1.442\times10^7$ s, about ten decades. For $\delta=0.05$, the bounds of Section 5 guarantee a slope deficit below 5 % from $4.43\times10^{-3}$ s to $3.61\times10^5$ s, or over 7.91 decades. The full range with this property is somewhat wider, because the bounds are only sufficient. At $\tau_1$ and $\tau_2$ themselves, $s$ is 0.632 and 0.368.

**Voltage scale.** Full trapping gives $\sigma=-1.602$ µC/cm$^2$ and $V_{\rm sat}=180.95$ mV. Well inside this window, each decade adds

$$\frac{V_{\rm sat}\ln10}{L}=\frac{180.95\times2.3026}{23.209}\ \text{mV}=17.95\ \text{mV}.$$

**Imprint after $10^4$ s.** Here $\ln(t/\tau_1)=15.935$, so

$$|V_{\rm imp}|\approx180.95\times\frac{15.935+0.577}{23.209}\ \text{mV}=128.74\ \text{mV}.$$

The exact model value is 128.73 mV. The fresh coercive voltages, $\pm1.300$ V, become $1.171$ V and $-1.429$ V. Both have moved down by 0.129 V, as Section 2 requires for stored $P>0$.

**The slow end.** At $10^6$ s the logarithm is 0.53 mV too high. At $\tau_2$ it gives 185.45 mV, already above saturation, while the exact value is 179.24 mV. After ten years it gives 209.50 mV against 180.95 mV, an overshoot of 16 % relative to the exact value. A straight line fitted inside the window gives $\tau_1$ and the slope $V_{\rm sat}/L$, which depends on $N$ and $E_2$ only through $N/(E_2-E_1)$. Unless $V_{\rm sat}$ is known separately, the line cannot reveal where $\tau_2$ lies, so extrapolating it needs separate evidence that the barrier distribution continues.

## 9. Time to a given imprint, and temperature

Suppose a circuit tolerates an imprint $V_{\rm lim}$. In the logarithmic regime this limit is reached when the front arrives at

$$E_{\rm lim}=E_1+(E_2-E_1)\frac{V_{\rm lim}}{V_{\rm sat}} .$$

Setting $E^*(t_{\rm lim})=E_{\rm lim}$ and solving for the time gives

$$t_{\rm lim}\approx\tau_0\exp\left(\frac{E_{\rm lim}}{kT}-\gamma\right).$$

For $V_{\rm lim}=0.1$ V, $E_{\rm lim}=0.6+0.6\times100/180.95=0.9316$ eV. At 300 K the limit is reached after 250.7 s. The time is very sensitive to the tolerance: at 17.95 mV per decade, 10 mV more margin multiplies it by $10^{10/17.95}\approx3.6$.

Now let $T$ change while trap density, barriers and $\tau_0$ stay fixed. Taking the ratio of two times cancels $\tau_0$ and $\gamma$:

$$\ln\frac{t_{\rm lim}(T_1)}{t_{\rm lim}(T_2)}=\frac{E_{\rm lim}}{k}\left(\frac1{T_1}-\frac1{T_2}\right).$$

The time to a fixed imprint thus follows an Arrhenius law, although the traps have no single activation energy. The apparent energy is the barrier at the front, and it rises with the chosen limit. At 360 K the time falls to 0.618 s, a factor of about 406. The two exact times give an apparent energy of 0.9316 eV, in agreement with $E_{\rm lim}$.

The slope changes far less. It is proportional to $T$ and rises from 17.95 to 21.54 mV per decade, the ratio 360/300. Heating mainly shifts the curve to earlier times. It also brings saturation forward: at 360 K, $\tau_2=6.3\times10^3$ s. The Arrhenius formula requires both times to lie in the logarithmic range of their own temperature, so a bake much longer than this $\tau_2$ adds almost no further imprint in this model.

The prediction also fails if traps empty appreciably during storage, since filling then stops at a balance between capture and emission, or if the readout itself moves the slow charge. The latter needs a readout short against $\tau_1$: at 360 K, where $\tau_1=2.5\times10^{-5}$ s, the logarithmic law already gives 40 mV after 1 ms. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
barriers: 0.6 to 1.2 eV; tau0 = 1e-13 s
trap density: 1e+13 per cm^2
thickness F, I: 10, 1 nm
relative permittivity F, I: 30, 10
coercive field: 1.0 MV/cm
T = 300 K: kT = 25.852 meV, L = 23.209
  tau1 = 1.201e-03 s, tau2 = 1.442e+07 s
  imprint per decade = 17.95 mV
  time to 0.1 V: exact 250.7 s, log law 250.7 s
T = 360 K: kT = 31.022 meV, L = 19.341
  tau1 = 2.510e-05 s, tau2 = 6.299e+03 s
  imprint per decade = 21.54 mV
  time to 0.1 V: exact 0.6179 s, log law 0.6178 s
Euler constant: 0.5772
full trapped charge: -1.602 uC/cm^2
saturated imprint magnitude: 180.95 mV
barrier at the limit: 0.9316 eV
apparent activation energy: 0.9316 eV
300 K window for slope deficit below 5 %:
  4.430e-03 s to 3.606e+05 s, 7.91 decades
L*slope at tau1, tau2: 0.632, 0.368
largest L*slope for L = 4: 0.911
300 K imprint magnitude: time (s), exact (mV), log law (mV)
  1.000e-02  21.02  21.02
  1.000e+00  56.93  56.93
  1.000e+02  92.83  92.83
  1.000e+04  128.73  128.74
  1.000e+06  164.11  164.64
  1.442e+07  179.24  185.45
  3.154e+08  180.95  209.50
filled fraction at 100 s: exact 0.5130, random events 0.5125
filled fraction at tau2: 0.9905
coercive voltages, fresh: 1.300, -1.300 V
  after 1e+04 s: 1.171, -1.429 V
filling rate at 1 s and 1e4 s, % of traps per decade:
  uniform density: 9.92, 9.91
  rising density: 6.24, 14.10
```
